\section*{Field Ionization of Boron in a Cryogenic MOS Depletion Layer}

\section*{The problem}

A hole is bound to a boron acceptor in silicon with ionization energy $E_I=45$ meV. The static relative permittivity is $\kappa=11.7$. The acceptor lies in the depletion layer of a bulk $n$-channel transistor at 4.2 K, with uniform acceptor density $N=10^{17}$ cm$^{-3}$ and total band bending $e\psi_s=1.1$ eV. These are rough typical values.

Use Gaussian units with $e>0$. Hole energies are counted upward from the valence-band edge at the acceptor, so the bound hole has energy $-E_I$. The field $F$ is the macroscopic field inside the silicon and points from the surface into the substrate. For numbers, use $e^2/\kappa=0.1231$ eV nm and $1$ V/nm $=10^4$ kV/cm.

\section*{Part (a): the lowered barrier}

\textbf{Question.} Find the height and position of the lowest classical escape pass for the hole in a uniform field. Show that no path escapes below it.

\textbf{Answer.} Once the hole leaves, the acceptor is negative and attracts it. With $z$ along the field,
\begin{equation}
U(\mathbf r)=-\frac{e^2}{\kappa r}-eFz .
\end{equation}
On the positive $z$ axis $r=z$, and the stationary point obeys
\begin{equation}
\frac{dU}{dz}=\frac{e^2}{\kappa z^2}-eF=0
\quad\Rightarrow\quad r_s=\sqrt{\frac{e}{\kappa F}} .
\end{equation}
There the two terms of $U$ are equal:
\begin{equation}
\frac{e^2}{\kappa r_s}=\frac{e^2}{\kappa}\sqrt{\frac{\kappa F}{e}}
=\sqrt{\frac{e^3F}{\kappa}},\qquad
eFr_s=\sqrt{\frac{e^3F}{\kappa}} .
\end{equation}
The pass therefore lies below the zero-field continuum edge by
\begin{equation}
\Delta(F)=-U(r_s)=2\sqrt{\frac{e^3F}{\kappa}} .
\end{equation}
This is the Poole--Frenkel lowering. Along the axis the curvature is $-2e^2/(\kappa r_s^3)$, and across it $+e^2/(\kappa r_s^3)$, so the point is a saddle.

Every escape path crosses the sphere $r=r_s$ at some angle $\vartheta$ to the field. On that sphere
\begin{equation}
U=-\frac{e^2}{\kappa r_s}-eFr_s\cos\vartheta\ \ge\ -\Delta ,
\end{equation}
because $\cos\vartheta\le1$. No path can stay below $-\Delta$, and the axial path reaches no higher than this.

\section*{Part (b): when the lowering equals the binding energy}

\textbf{Question.} Holding the bound level fixed at $-E_I$, find the field $F_{PF}$ at which $\Delta=E_I$. Evaluate it and the distance of the pass.

\textbf{Answer.} Squaring $2\sqrt{e^3F/\kappa}=E_I$ gives $4e^3F/\kappa=E_I^2$, hence
\begin{equation}
F_{PF}=\frac{\kappa E_I^2}{4e^3}.
\end{equation}
Multiplication by $e$ brings in the given combination $e^2/\kappa$:
\begin{equation}
eF_{PF}=\frac{E_I^2}{4(e^2/\kappa)}
=\frac{(0.045)^2}{4(0.1231)}\ \frac{\rm eV}{\rm nm}
=4.11\times10^{-3}\ \frac{\rm eV}{\rm nm},
\end{equation}
so $F_{PF}=41.1$ kV/cm, or 0.0411 MV/cm. At this field each of the two equal terms in $U(r_s)$ is $E_I/2$, and
\begin{equation}
r_s=\frac{2e^2}{\kappa E_I}=\frac{2(0.1231)}{0.045}\ {\rm nm}=5.47\ {\rm nm}.
\end{equation}

Since $\Delta\propto\sqrt F$, the barrier that remains below $F_{PF}$ is
\begin{equation}
B(F)=E_I-\Delta(F)=E_I\left(1-\sqrt{F/F_{PF}}\right).
\label{barrier}
\end{equation}
A weak field is thus quite effective: 10 kV/cm, a quarter of $F_{PF}$, already removes 22.2 meV, about half the barrier. Above $F_{PF}$ the expression is negative, and the picture of thermal escape over a barrier no longer applies.

The result is more sensitive to the binding energy than to the permittivity. With $E_I=40$ meV and $\kappa$ unchanged the field is 32.5 kV/cm; with $\kappa=11.4$ and $E_I$ unchanged it is 40.1 kV/cm. The estimate supports two significant figures at most.

\section*{Part (c): the depletion field}

\textbf{Question.} Treat all acceptors in the layer as ionized and neglect mobile charge. Find the surface field, the width, and the share of the layer in which $F>F_{PF}$. At what doping does the surface field equal $F_{PF}$?

\textbf{Answer.} Let $s$ be the depth below the surface. The charge density is $-eN$, so Gauss's law gives
\begin{equation}
\frac{dF}{ds}=-\frac{4\pi eN}{\kappa},\qquad
F(s)=F_s\left(1-\frac sW\right),\qquad F_s=\frac{4\pi eNW}{\kappa},
\end{equation}
where $F(W)=0$ at the edge of the neutral substrate. The potential drop is the area of the triangle,
\begin{equation}
\psi_s=\int_0^W F\,ds=\frac{F_sW}{2}=\frac{2\pi eNW^2}{\kappa}.
\end{equation}
Solving for $W$ and inserting it in $F_s$,
\begin{equation}
W=\sqrt{\frac{\kappa\psi_s}{2\pi eN}},\qquad
F_s=\frac{4\pi eN}{\kappa}\sqrt{\frac{\kappa\psi_s}{2\pi eN}}
=\sqrt{\frac{8\pi eN\psi_s}{\kappa}} .
\end{equation}
With $N=10^{-4}$ nm$^{-3}$,
\begin{equation}
eF_s=\sqrt{8\pi(0.1231)(10^{-4})(1.1)}\ \frac{\rm eV}{\rm nm}
=0.01845\ \frac{\rm eV}{\rm nm}.
\end{equation}
The surface field is 184.5 kV/cm, the mean field half of that, and $W=2\psi_s/F_s=119.3$ nm. The surface field is 4.48 times $F_{PF}$.

Setting $F(s)=F_{PF}$ gives $s=W(1-F_{PF}/F_s)$. The share of the layer above $F_{PF}$ is $1-41.1/184.5=0.777$, a depth of 92.7 nm.

The order of the two fields depends on doping. Setting $F_s^2=F_{PF}^2$ at fixed $\psi_s$ gives
\begin{equation}
N^*=\frac{\kappa F_{PF}^2}{8\pi e\psi_s}
=N\left(\frac{F_{PF}}{F_s}\right)^2
=\frac{10^{17}\ {\rm cm^{-3}}}{(4.48)^2}
\approx5.0\times10^{15}\ {\rm cm^{-3}} .
\end{equation}
At the same bending, $F_s$ is 18.4 kV/cm for $10^{15}$ cm$^{-3}$ and 58.3 kV/cm for $10^{16}$ cm$^{-3}$. In the first case no part of the layer reaches $F_{PF}$.

\section*{Part (d): does equilibrium ionization need the field?}

\textbf{Question.} At 4.2 K the acceptors of the neutral substrate are frozen out. Decide whether those in the depletion layer are ionized in equilibrium without barrier lowering, and correct $F_s$ for the frozen edge. Assume no compensating donors.

\textbf{Answer.} Measure the acceptor level $E_A=E_I$ and the Fermi level $E_F$ upward, as electron energies, from the valence edge of the neutral substrate. A neutral acceptor has four states, from the fourfold degenerate valence edge; an ionized one has a single state. Where the bands are bent down by $e\psi$, the ionized fraction is
\begin{equation}
\frac{N^-}{N}=\frac{1}{1+4\exp[(E_A-E_F-e\psi)/kT]} .
\end{equation}
In the neutral substrate $\psi=0$ and the exponential is very large, so $N^-\simeq(N/4)e^{(E_F-E_A)/kT}$. The hole density is $p=N_ve^{-E_F/kT}$, where $N_v=2(2\pi m_hkT/h^2)^{3/2}$ and $m_h$ is the density-of-states mass. Setting $p=N^-$ and taking logarithms,
\begin{equation}
E_F=\frac{E_A}{2}+\frac{kT}{2}\ln\frac{4N_v}{N} .
\end{equation}
Here $kT=0.362$ meV. A rough mass $m_h=0.8\,m$ gives $N_v\approx3\times10^{16}$ cm$^{-3}$, so the second term is a few hundredths of a meV and $E_F=22.5$ meV.

Half the acceptors are ionized when the exponential equals $1/4$, that is, at
\begin{equation}
e\psi_0=E_A-E_F+kT\ln4=45-22.5+0.5=23.0\ {\rm meV}.
\end{equation}
This is 2\% of the total bending. Wherever the bending exceeds $e\psi_0$ by several $kT$, the acceptors are ionized because their level lies well below the Fermi level and is filled by an electron. Barrier lowering plays no part in this equilibrium statement. What it changes is the speed with which equilibrium is reached.

For the field, use $F=-d\psi/ds$ and $dF/ds=-4\pi eN^-/\kappa$:
\begin{equation}
\frac{d(F^2)}{d\psi}=2F\,\frac{dF/ds}{d\psi/ds}
=\frac{8\pi eN^-}{\kappa}.
\end{equation}
The ionized fraction rises from near zero to near one within a few $kT$ of $e\psi_0$. Treating it as a step gives
\begin{equation}
F_s=\sqrt{\frac{8\pi eN(\psi_s-\psi_0)}{\kappa}}
=184.5\sqrt{1-\frac{0.023}{1.1}}\ \frac{\rm kV}{\rm cm}
\approx183\ \frac{\rm kV}{\rm cm}.
\end{equation}
Numerical integration with the full Fermi function gives 182.5 kV/cm, in agreement. Freeze-out at the edge changes the surface field by about 1\%. The uncompensated substrate is a formal limit: its hole density $N_ve^{-E_F/kT}$ would be about $3\times10^{-11}$ cm$^{-3}$, far too low to screen a potential within any real sample. Real silicon contains some donors. At this temperature even slight compensation moves the Fermi level close to the acceptor level, which reduces $e\psi_0$ to a few meV and makes the correction smaller still.

\section*{Part (e): escape by tunnelling}

\textbf{Question.} Model the acceptor as a hydrogen atom with one isotropic mass. Derive its weak-field tunnelling rate, and find the field at which the rate is one per second.

\textbf{Answer.} Choose the mass $m^*$ so that $E_I=m^*e^4/(2\kappa^2\hbar^2)$, which requires $m^*=0.453\,m$. The radius is $a=e^2/(2\kappa E_I)=1.37$ nm. Take $a$, $2E_I$ and $\hbar/(2E_I)$ as units of length, energy and time. The field in units of $2E_I/(ea)=658$ kV/cm is called $f$, and
\begin{equation}
f_{PF}=\frac{\kappa E_I^2}{4e^3}\,\frac{ea}{2E_I}
=\frac{\kappa E_I a}{8e^2}=\frac1{16}.
\end{equation}

Let $\eta=r+z$ and $\xi=r-z$. For an axially symmetric state
\begin{equation}
\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi)
+\partial_\eta(\eta\,\partial_\eta)\right].
\end{equation}
Multiplying $-\frac12\nabla^2\Psi-\Psi/r-fz\Psi=E\Psi$ by $-(\xi+\eta)/2=-r$ gives
\begin{equation}
\left[\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta
+1+\frac{E(\xi+\eta)}2+\frac{f(\eta^2-\xi^2)}4\right]\Psi=0 .
\end{equation}
This separates, and the constant 1 is shared between the two coordinates. At $f=0$ the ground state $\pi^{-1/2}e^{-(\xi+\eta)/2}$ is symmetric in them, so each receives $\frac12$. Write $\Psi=e^{-\xi/2}\chi(\eta)/\sqrt\eta$ and $E=-\frac12$; field corrections to these values affect the rate by a relative amount that vanishes as $f\to0$. Then $\chi''+p^2\chi=0$ with
\begin{equation}
p^2=-\frac14+\frac1{2\eta}+\frac1{4\eta^2}+\frac{f\eta}4 .
\end{equation}

Choose a matching point $1\ll\eta_0\ll1/\sqrt f$, so that $f\eta_0^2$ is negligible in the exponent. There $|p|\simeq\frac12$ and $\chi^2=(\eta_0/\pi)e^{-\eta_0}$ is still the unperturbed value. The semiclassical outgoing wave beyond the turning point $\eta_1\simeq1/f$ then has
\begin{equation}
|\chi|^2=\frac{\eta_0}{2\pi p}\,e^{-\eta_0}
\exp\left(-2\int_{\eta_0}^{\eta_1}|p|\,d\eta\right).
\end{equation}
To first order in the Coulomb term,
$2|p|\simeq\sqrt{1-f\eta}-1/(\eta\sqrt{1-f\eta})$. The two integrals are
\begin{align}
\int_{\eta_0}^{1/f}\!\sqrt{1-f\eta}\,d\eta
&=\frac{2(1-f\eta_0)^{3/2}}{3f}\simeq\frac2{3f}-\eta_0,\\
\int_{\eta_0}^{1/f}\!\frac{d\eta}{\eta\sqrt{1-f\eta}}
&=\ln\frac{1+\sqrt{1-f\eta_0}}{1-\sqrt{1-f\eta_0}}
\simeq\ln\frac4{f\eta_0}.
\end{align}
The matching point cancels:
\begin{equation}
|\chi|^2=\frac{\eta_0}{2\pi p}\,\frac4{f\eta_0}\,e^{-2/(3f)}
=\frac{2}{\pi fp}\,e^{-2/(3f)} .
\end{equation}
Far out $\eta\simeq2z$, so the velocity along $z$ is $2p$. The distance from the axis is $\rho=\sqrt{\xi\eta}$, and the area element is $2\pi\rho\,d\rho\simeq\pi\eta\,d\xi$. The outgoing flux is
\begin{equation}
w=\int_0^\infty\frac{|\chi|^2e^{-\xi}}{\eta}\,(2p)\,\pi\eta\,d\xi
=2\pi p|\chi|^2=\frac4f\,e^{-2/(3f)} .
\end{equation}
Restoring the time unit, the rate is
\begin{equation}
R=\frac{2E_I}{\hbar}\,\frac4f\,e^{-2/(3f)},\qquad f\ll1 .
\end{equation}

The prefactor $2E_I/\hbar$ is $1.37\times10^{14}$ s$^{-1}$. For $R=1$ s$^{-1}$ the exponent $L=2/(3f)$ must satisfy $L=\ln(1.37\times10^{14})+\ln(6L)$. Iteration gives $L=38.0$, so $f=0.0176$ and $F=11.6$ kV/cm. This is little more than a quarter of $F_{PF}$.

At $F_{PF}$ itself $f$ is not small enough for the asymptotic law, which gives $2.0\times10^{11}$ s$^{-1}$. A numerical calculation of the hydrogenic resonance replaces $r$ by $re^{i\theta}$, which turns the decaying state into a normalizable one with complex energy; the rate is $-2\,{\rm Im}\,E/\hbar$. Diagonalization in a Laguerre basis gives $1.0\times10^{11}$ s$^{-1}$, a lifetime of about 10 ps. Nothing switches on abruptly at $F_{PF}$: with the weak-field values used above, $p^2(\eta)$ stays negative over some range of $\eta$ up to $f\approx0.11$, so the ground state still tunnels at $f=1/16$ although the classical pass lies at its energy. It is a classical scale inside a region where escape is already fast.

\section*{Part (f): thermal escape and the limits of the model}

\textbf{Question.} Compare thermal escape with tunnelling at 4.2 K, and state what the comparison of fields means for a real transistor.

\textbf{Answer.} Take the thermal rate as $\nu e^{-B/kT}$ with a rough attempt rate $\nu=10^{12}$ s$^{-1}$. At zero field $B/kT=45/0.362=124$ and the rate is about $10^{-42}$ s$^{-1}$. At 11.6 kV/cm, equation (\ref{barrier}) leaves $B=21.1$ meV, or $58\,kT$, and the rate is about $10^{-13}$ s$^{-1}$. Tunnelling at the same field gives 1 s$^{-1}$. An error of a few powers of ten in $\nu$ does not alter the order at this field. The order reverses below about 5 kV/cm, where both rates are negligible, about $10^{-24}$ s$^{-1}$ at the crossing. At 300 K, by contrast, $kT$ is 25.9 meV and the full barrier is $1.7\,kT$, so thermal escape is fast without any field.

The uniform-field rate cannot be used close to the depletion edge. In the settled profile of part (c), the potential energy still to be gained between an acceptor at distance $d$ from the edge and the neutral substrate is $e\psi_s(d/W)^2$. This is less than $E_I$ for $d<119.3\sqrt{0.045/1.1}=24.1$ nm. A hole bound there has no free valence state at its own energy, however long it waits, although the local field reaches 37 kV/cm on the side of this zone nearest the surface. Its release needs thermal energy or a path through other acceptors, which the model leaves out. Just outside the zone, the fall of the field along the escape path still matters. It adds $eFz^2/(2d)$ to $U$ on the axis, so a barrier of 2.6 meV remains at $d=26.6$ nm, where $F=F_{PF}$. The barrier vanishes at $d=29.4$ nm, and the share of the layer without a classical barrier is 0.75 rather than 0.777. After a fast gate step the charge, and hence the field, differs from the settled profile, so a turn-on transient requires Poisson's equation and the ionization rate to be solved together.

Several simplifications affect the numbers:

\begin{itemize}
\item \emph{Level shift.} In the resonance calculation the level at $F_{PF}$ moves down by 0.91 meV. Since $F_{PF}\propto E_I^2$, this raises the classical estimate by about 4\%.
\item \emph{Valence bands.} Silicon has light and heavy holes. For a triangular barrier the exponent is $4\sqrt{2m_t}\,E_I^{3/2}/(3\hbar eF)$, with $m_t$ the tunnelling mass. At $F_{PF}$ it is 10.7 for $m^*$, 11.1 for a rough heavy mass $0.49\,m$ and 6.3 for a rough light mass $0.16\,m$. These two masses are averages over direction. Along [100], the surface normal of a standard wafer, they are roughly $0.28\,m$ and $0.20\,m$, and the exponents are 8.4 and 7.1. Replacing $m^*$ by one of the masses below it raises the exponential alone by a factor of roughly 10 to 80, but the Coulomb prefactor shrinks at the same time. For a single isotropic band of mass $m_t$, with a short-range core added to hold $E_I$ at 45 meV, the rate at $F_{PF}$ rises only by a factor of about 2 for $0.28\,m$, 3 for $0.20\,m$ and 4 for $0.16\,m$; doubling the core range from $0.3a$ to $0.6a$ raises these factors by 10 to 20\%. The mass matters far more in weak fields: the field for one escape per second falls from 11.6 kV/cm to roughly 9.6, 8.5 and 7.7 kV/cm for the same three masses. The coupling of the bands is left out of these estimates.
\item \emph{Neighbours.} One ionized acceptor at $R_N=(3/4\pi N)^{1/3}=13.4$ nm produces $e/(\kappa R_N^2)=6.9$ kV/cm, 17\% of $F_{PF}$. Many ionized acceptors at random positions together produce a fluctuating field that is typically about twice as large, a third of $F_{PF}$. The depth at which the local field reaches $F_{PF}$ therefore varies from place to place. The weaker the field, the longer the tunnelling path: at 11.6 kV/cm the hole emerges about 36 nm from its acceptor, well beyond the nearest neighbours. The field for one escape per second therefore describes an isolated acceptor in a uniform field. At $10^{17}$ cm$^{-3}$ it is smaller than the typical field of the neighbours, and in the settled layer it occurs 7.5 nm from the edge, inside the zone with no free final state. At $10^{18}$ cm$^{-3}$ the neighbour distance shrinks to 6.2 nm, close to $r_s$, and the isolated acceptor is a poor model even at $F_{PF}$.
\item \emph{Breakdown.} At the chosen bending and without drain bias, a carrier crossing the layer gains at most 1.1 eV, less than the gap of 1.17 eV, so it cannot create an electron--hole pair. For the same reason the substrate valence edge stays below the surface conduction edge, and direct band-to-band tunnelling has no final state. The margin is small. In a conducting channel the bending can slightly exceed the gap, as estimated below, and a drain bias adds to the total drop. Neither process can then be excluded by this energy argument alone. Ionizing a still neutral acceptor by impact takes far less energy than creating a pair; this process can matter during a transient and is left out here.
\end{itemize}

A density of $10^{17}$ cm$^{-3}$ is a reasonable round value for the channel region of a planar bulk transistor. The chosen bending lies slightly below the value at which the surface conduction edge meets the Fermi level, $1.17-0.0225\approx1.15$ eV; using that value would raise $F_s$ by 2\%. A conducting channel needs somewhat more, because confinement places the lowest electron level above the band edge. For a triangular well with mass $m_z=0.92\,m$ normal to the surface, this level lies at $2.34\,(\hbar^2/2m_z)^{1/3}(eF_s)^{2/3}\approx0.06$ eV. The bending is then about 1.2 eV, and the depletion field $F_s$, which leaves out the field of the channel electrons, is about 5\% larger than at 1.1 eV. For such a device most of the depletion layer lies above $F_{PF}$. The conclusion does not carry over to a lightly doped substrate with $N<N^*$, nor to a thin undoped body, where the gates rather than acceptor charge set the field. Non-uniform channel doping also breaks the linear profile, and the local field must then be compared with $F_{PF}$ point by point.
